# Why frozen-core Pauli calculations are stable, and when they collapse

A nine-function basis gives the valence s level of a model atom as $-0.328$ hartree with the Pauli Hamiltonian. One more exponential function, with exponent $160\ \mathrm{bohr}^{-1}$, moves the lowest root to $-1.8\times10^4$ hartree. The orbital is orthogonal to the same frozen 1s and 2s orbitals in both calculations. Core orthogonality therefore cannot be the whole reason why the first calculation does not collapse.

## The operator and its defect

Hartree atomic units are used, with $c=137.036$ and energies measured from the electron rest energy. With $P=\boldsymbol\sigma\cdot\mathbf p$, the Dirac equations for the upper and lower components are

$$V\varphi+cP\chi=E\varphi,\qquad cP\varphi+(V-2c^2)\chi=E\chi .$$

For $|E-V|\ll2c^2$ the second gives

$$\chi=\frac{cP\varphi}{2c^2+E-V}\simeq\left[\frac1{2c}-\frac{E-V}{4c^3}\right]P\varphi .$$

Inserting this in the first, using $P^2=p^2$ and moving the term with $E$ to the right, we get

$$\left[V+\frac{p^2}{2}+\frac{PVP}{4c^2}\right]\varphi=E\left(1+\frac{p^2}{4c^2}\right)\varphi .$$

The bracket on the right is also the norm of the two components together, to order $c^{-2}$. The normalized function is thus $\psi=(1+p^2/8c^2)\varphi$. We put $\varphi=(1-p^2/8c^2)\psi$ and multiply from the left by the same factor. To order $c^{-2}$ the right side becomes $E\psi$, and the operator on the left becomes

$$V+\frac{p^2}{2}-\frac{p^4}{8c^2}-\frac{1}{8c^2}\left(p^2V+Vp^2-2PVP\right).$$

The last parenthesis is $[P,[P,V]]$. Since $[P,V]=-i\boldsymbol\sigma\cdot\nabla V$, it equals $-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. In a central field the second part is proportional to $\boldsymbol\sigma\cdot\mathbf L$ and vanishes on s functions. For these,

$$H=\frac{p^2}{2}+V-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}.$$

The defect is in the kinetic part,

$$\frac{p^2}{2}-\frac{p^4}{8c^2}=\frac{p^2}{2}\left(1-\frac{p^2}{4c^2}\right),$$

which is negative for $p>2c$. The relativistic kinetic energy $\sqrt{c^4+c^2p^2}-c^2$, whose expansion starts with these two terms, stays positive and grows as $cp$. A variational calculation can exploit the truncated expansion where it does not hold.

## How fast a steep function falls

Take $\phi_\zeta=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ in the field $-Z/r$. Then

$$p^2\phi_\zeta=-\left(\phi_\zeta''+\frac2r\phi_\zeta'\right)=\left(-\zeta^2+\frac{2\zeta}{r}\right)\phi_\zeta .$$

With $\langle1/r\rangle=\zeta$ and $\langle1/r^2\rangle=2\zeta^2$,

$$\langle p^2\rangle=-\zeta^2+2\zeta^2=\zeta^2,\qquad \|p^2\phi_\zeta\|^2=\zeta^4-4\zeta^4+8\zeta^4=5\zeta^4 .$$

Throughout, $\langle p^4\rangle$ means $\|p^2\phi\|^2$, which is finite for a function with a cusp. Because $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$ and $|\phi_\zeta(0)|^2=\zeta^3/\pi$, the Darwin term contributes $Z\zeta^3/(2c^2)$. In total,

$$E(\zeta)=\frac{\zeta^2}{2}-Z\zeta+\frac{Z\zeta^3}{2c^2}-\frac{5\zeta^4}{8c^2}.$$

The repulsive Darwin term grows as $\zeta^3$ and loses to the mass-velocity term, which grows as $\zeta^4$. The energy has no lower bound.

## What core orthogonality does

Let $u_k$ be the frozen core orbitals, $b_j$ an equal number of core functions in the basis, and $v_i$ the valence functions. A trial orbital $\sum_i d_iv_i+\sum_jc_jb_j$ must satisfy

$$\sum_jM_{kj}c_j+\sum_iN_{ki}d_i=0,\qquad M_{kj}=\langle u_k|b_j\rangle,\quad N_{ki}=\langle u_k|v_i\rangle .$$

If $M$ is invertible, $\mathbf c=-M^{-1}N\mathbf d$. The steep core functions are present, so the valence orbital can have its inner nodes, but their amplitudes are dictated by the valence coefficients.

This protection can be counted. Suppose there are $k$ core orbitals. The lowest $k+1$ eigenvectors without constraints span a space that contains at least one vector obeying all $k$ conditions. Its energy cannot exceed root $k+1$. Hence orthogonality can lift the lowest root no higher than the unconstrained root $k+1$. Two core conditions can compensate for two core levels, but not for a third root below the valence level.

Nor can a fixed core stop a steep function with a free coefficient. Define $g_k=\sum_jb_j(M^{-1})_{jk}$, so that $\langle u_j|g_k\rangle=\delta_{jk}$, and

$$\chi_\zeta=\phi_\zeta-\sum_ks_kg_k,\qquad s_k=\langle u_k|\phi_\zeta\rangle .$$

This function is orthogonal to the core. In a finite expansion the core orbitals are bounded, and $\int e^{-\zeta r}d^3r=8\pi/\zeta^3$, so

$$|s_k|\le\max|u_k|\,\sqrt{\frac{\zeta^3}{\pi}}\,\frac{8\pi}{\zeta^3}=8\sqrt\pi\,\max|u_k|\,\zeta^{-3/2}.$$

The subtraction thus fades as $\zeta$ grows. The norm tends to one, and $\|p^2\chi_\zeta\|$ differs from $\sqrt5\,\zeta^2$ by at most $\sum_k|s_k|\,\|p^2g_k\|$, which tends to zero. The term $-5\zeta^4/(8c^2)$ survives.

## What limited flexibility does

In a finite basis let $\kappa$ be the largest value of $\langle p^4\rangle/\langle p^2\rangle$, found from the generalized eigenvalue problem of the two matrices. Then

$$\left\langle\frac{p^2}{2}-\frac{p^4}{8c^2}\right\rangle\ge\beta\,\frac{\langle p^2\rangle}{2},\qquad\beta=1-\frac{\kappa}{4c^2}.$$

For $\kappa<4c^2$ the kinetic energy is positive throughout the basis.

The model potential is $V=-[q+(Z-q)e^{-ar}]/r$, where $q$ is the charge seen far away and $a$ a screening constant. From $\nabla^2(e^{-ar}/r)=a^2e^{-ar}/r-4\pi\delta(\mathbf r)$,

$$\nabla^2V=4\pi Z\delta(\mathbf r)-(Z-q)a^2\frac{e^{-ar}}{r}.$$

Dropping the positive delta term and using $e^{-ar}\le1$ gives

$$\langle H\rangle\ge\left\langle\beta\frac{p^2}{2}-\frac{Z'}{r}\right\rangle\ge-\frac{Z'^2}{2\beta},\qquad Z'=Z+\frac{(Z-q)a^2}{8c^2}.$$

The last step is the ground-state energy of a hydrogen-like atom with mass $1/\beta$. Any finite basis has a finite lowest root; the content of the bound is a floor that depends on the basis only through $\kappa$ and recedes to $-\infty$ as $\kappa\to4c^2$. The floor lies below the core levels, so it does not guarantee a good valence level.

## The size of the effects

The round parameters are $Z=40$, $q=1$ and $a=8\ \mathrm{bohr}^{-1}$. The potential is fixed, so its self-consistent response is left out. The two lowest s levels are core and the third is valence. The restricted basis has exponents $Z/256,Z/128,\ldots,Z$, in ratio two; those at 20 and 40 serve as the core functions.

The reference starts from a Dirac matrix calculation in 17 functions $f_i$ with exponents up to 5120. The upper component has coefficients $A$ and the lower one is $(2c)^{-1}P\sum_iB_if_i$. With matrices $S$ for overlap, $T$ for $p^2/2$, $V$ for the potential and $W$ for $PVP$, norm and energy are

$$A^\dagger SA+\frac{B^\dagger TB}{2c^2},\qquad A^\dagger VA+A^\dagger TB+B^\dagger TA+B^\dagger\left(\frac{W}{4c^2}-T\right)B .$$

The positive-energy solutions define a matrix $X$ by $B=XA$. Inserting it leaves a problem $LA=E\tilde SA$ for $A$ alone, with $\tilde S=S+X^\dagger TX/(2c^2)$. The matrix $R=S^{-1/2}\left(S^{-1/2}\tilde SS^{-1/2}\right)^{-1/2}S^{1/2}$ satisfies $R^\dagger\tilde SR=S$ and gives the two-component Hamiltonian $R^\dagger LR$, which has the same positive-energy levels. Other matrices obey the same condition and give the same levels but different orbitals; all numbers below refer to this choice. It supplies the frozen core and is called Dirac-based below.

The valence energies, in hartree, are:

- nonrelativistic, large basis: $-0.3162$;
- Dirac, large basis: $-0.3247$;
- Dirac-based, restricted basis: $-0.3240$;
- Pauli, restricted basis: $-0.3284$, or $-8.94$ eV.

In this basis the Pauli level has not collapsed, and it is closer to the Dirac level than the nonrelativistic one is. It nevertheless lies $0.0038$ hartree below the large-basis Dirac level, which is 44% of the relativistic shift of $0.0085$ hartree. Against the converged Dirac level, $-0.3248$ hartree from direct integration of the radial equations, the error is $0.0036$ hartree, or 42%. The absence of collapse is not accuracy.

For this basis $\kappa=15956$ and $4c^2=75115$, so $\beta=1-0.212=0.788$. With $Z'=40.02$ the lower bound is $-1017$ hartree. Without core orthogonality the three lowest Pauli roots are $-548.7$, $-27.0$ and $-0.328$ hartree. The first two are core levels, near the Dirac values $-546.5$ and $-25.9$. In this basis, then, orthogonality makes the valence level the lowest root, while the limited flexibility, measured by $\kappa$, prevents the deep collapse. Keeping all exponents at or below 40 does not by itself fix the valence level. Four more functions, with exponents 3.54, 7.07, 14.14 and 28.28, raise $\kappa$ to $0.49\times4c^2$ and lower the core-orthogonal root to $-0.3334$ hartree. The error is then as large as the whole relativistic shift.

## How the collapse begins

A function with exponent $\zeta$ adds one direction to the restricted space. Make it orthogonal to the core and to the old valence space, and call its energy $D(\zeta)$. Let $h$ be its coupling to the old valence state, with energy $E_v$. Keeping these two states,

$$(E_v-E)(D-E)=|h|^2 .$$

With $E=E_v-\delta$ this reads $\delta(D-E_v+\delta)=|h|^2$. For $\delta\ll D-E_v$,

$$\delta\simeq\frac{|h|^2}{D-E_v}.$$

In this two-state picture the valence level is lowered gently while $D$ is far above it. The picture leaves out the couplings of the new direction to the other states of the old valence space. By the variational principle these can only lower the root further, so the two-state $\delta$ is a lower limit to the true lowering. Once $D<E_v$, the variational principle puts the lowest root at $D$ or below, whatever the coupling.

The crossing $D=E_v$ occurs at $\zeta=78\ \mathrm{bohr}^{-1}$, about twice the largest exponent of the restricted basis. At $\zeta=94$, $D=-1064$ hartree and the lowest root is $-1071$ hartree. At $\zeta=59$, $D$ is still $+560$ hartree, but the root has moved from $-0.3284$ to $-0.3423$ hartree. This lowering of $0.014$ hartree is already 1.6 times the relativistic shift; the two-state formula accounts for only $0.008$ hartree of it. A plausible-looking valence energy can thus be spoiled before any dramatic collapse. The collapse itself starts before the crossing: at $\zeta=75$, $D$ is still $+140$ hartree, yet the lowest root is $-8.2$ hartree, where two states alone would lower it by only $0.07$ hartree. The unconstrained roots in this basis are $-617$, $-41$ and $-0.44$ hartree. Since $-8.2$ lies below the third of them, the constrained orbital must contain parts of the two lowered Pauli core states, which the frozen core no longer excludes.

The lowest roots with one added function, in hartree, are:

| $\zeta$ | Pauli | Dirac-based | Pauli without $p^4$ |
|---:|---:|---:|---:|
| 80 | $-124$ | $-0.3242$ | $-0.311$ |
| 160 | $-1.78\times10^4$ | $-0.3244$ | $-0.311$ |
| 320 | $-3.14\times10^5$ | $-0.3246$ | $-0.312$ |
| 640 | $-5.25\times10^6$ | $-0.3245$ | $-0.314$ |

Each row adds its function to the original nine, so the rows need not descend in order. The controls identify the cause: in the same spaces, neither the Dirac-based Hamiltonian nor the Pauli Hamiltonian without $-p^4/(8c^2)$ collapses. At $\zeta=5120$ the Pauli root agrees with $E(\zeta)$ to better than 0.01%, despite the core constraints.

Collapse does not require a negative kinetic energy. For the lowest state at $\zeta=80$, $\langle p^4\rangle/(4c^2\langle p^2\rangle)=0.77$. The kinetic energy is still positive, at 23% of $\langle p^2\rangle/2$, but this is too little to balance the attraction. Inspecting exponents one at a time is also misleading. A single exponential has $\langle p^4\rangle/\langle p^2\rangle=5\zeta^2$, which reaches $4c^2$ at $\zeta=2c/\sqrt5=123$, well above the crossing at 78. Combinations with nodes contain higher momenta: the restricted basis has $\kappa=15956$, whereas its steepest member alone has $5\times40^2=8000$.

## Contracted core functions

Steep functions can also enter with fixed coefficients, inside contracted core orbitals. I compared two contractions, each combined with the seven valence functions and kept orthogonal to the same Dirac-based core. With nonrelativistic core orbitals, the Pauli root is $-0.3279$ hartree. With the Dirac-based core orbitals themselves as core functions, it is $-2.2\times10^4$ hartree. Fixed coefficients are therefore not a sufficient safeguard. Both numbers belong to core orbitals expanded with exponents up to 5120. For largest exponents 1280, 20480 and 81920 the nonrelativistic contraction gives $-0.3277$, $-0.3284$ and $-0.3334$ hartree, and the Dirac-based one $-3.4\times10^3$, $-1.7\times10^5$ and $-1.8\times10^6$ hartree.

The difference lies in the behaviour at a point nucleus. For an s state, let $G$ and $F$ be $r$ times the upper and lower radial functions. Near $r=0$ the Dirac equations reduce to

$$c\left(G'-\frac Gr\right)=\frac ZrF,\qquad c\left(F'+\frac Fr\right)=-\frac ZrG .$$

Setting both functions proportional to $r^\gamma$ and multiplying the two conditions gives $c^2(\gamma^2-1)=-Z^2$, or $\gamma=\sqrt{1-Z^2/c^2}=0.956$ here. The upper radial function $G/r$ behaves as $r^{\gamma-1}$, and its Laplacian as $r^{\gamma-3}$. With a smallest resolved radius $r_0$,

$$\langle p^4\rangle\sim\int_{r_0}r^2\,r^{2\gamma-6}\,dr\propto r_0^{\,2\gamma-3}.$$

Since $r_0$ scales as the inverse of the largest exponent, $\langle p^4\rangle$ grows as that exponent to the power $3-2\gamma=1.09$. If the two-component orbital keeps this power, which is assumed here, a fourfold larger exponent raises $\langle p^4\rangle$ by a factor of 4.5. For the 1s orbital the calculation gives $1.02\times10^8$ with exponents up to 1280 and $4.36\times10^8$ up to 5120, a factor of 4.3. This near agreement does not establish the assumed power: the next two fourfold increases give factors of 5.4 and 5.8. What the calculation shows is that $\langle p^4\rangle$ keeps growing with the largest exponent. Between largest exponents 1280 and 5120 the nonrelativistic value stays at $1.20\times10^7$.

In the restricted scheme the Dirac-based core does no such harm, because it enters through overlaps alone. Its high-momentum tail is not copied into the valence orbital.

## What to do in practice

- Use as many core functions as core orbitals, and choose functions with a moderate $\langle p^4\rangle$. Do not use orbitals with a Dirac singularity as core functions for the Pauli operator.
- Compute $\kappa$ for the whole basis. A value approaching $4c^2$ is a warning: with the added function at $\zeta=75$, the root has already collapsed to $-8.2$ hartree at $\kappa=0.79\times4c^2$. Any value below $4c^2$ keeps every root above $-Z'^2/(2\beta)$ but does not certify the valence energy.
- Before adding a steep function, compute $D$. It must lie far above the valence level, but that alone is not sufficient: the change in the root must also be computed and be small compared with the relativistic shift.
- Do not look for a basis-set limit of the variational Pauli energy: the operator has none. If the core region needs more flexibility, change the Hamiltonian. The Dirac-based one moved by less than $0.001$ hartree under every single addition in the table.
- If the Pauli terms are to be kept, evaluate them as expectation values with a fixed nonrelativistic orbital. The orbital then cannot respond to $-p^4$, and no collapse can occur; the accuracy is that of first-order perturbation theory. In this model, with the nonrelativistic orbital from direct radial integration, the result is $-0.32425$ hartree, $0.0006$ hartree above the converged Dirac level. In a finite basis the expectation value of $p^4$ remains sensitive to very steep functions: the 17-function basis gives $-0.3242$, and extending it to exponents 20480 and 81920 gives $-0.3246$ and $-0.3259$ hartree.

The numerical check covers the matrix elements, the lower bound, the steep-function law and the controls for this one-electron model. The crossing exponent belongs to this potential and this basis, and has to be found anew for others.

## Table of computed values

```
Nuclear charge Z = 40, outer charge q = 1
Screening constant a = 8.0 bohr^-1
Speed of light c = 137.0360 a.u.
Large basis: 17 functions, exponents 0.0781 to 5120 bohr^-1
Restricted basis exponents (bohr^-1):
  0.1562 0.3125 0.625 1.25 2.5 5 10 20 40
Free directions after core constraints = 7
Coulomb 1s check, matrix Dirac = -817.8067 hartree
Coulomb 1s check, closed form = -817.8075 hartree
Dirac 1s core level = -546.500 hartree
Dirac 2s core level = -25.933 hartree
Valence, nonrelativistic = -0.31621 hartree
Valence, Dirac large basis = -0.32466 hartree
Valence, Dirac-based restricted = -0.32402 hartree
Valence, Pauli restricted = -0.32841 hartree
Valence, Pauli restricted = -8.936 eV
Dirac minus nonrelativistic = -0.00845 hartree
Pauli minus Dirac = -0.00375 hartree
Valence <p^4>/(4c^2<p^2>) = 0.0594
Restricted Pauli roots without core orthogonality (hartree):
  -548.6731 -27.0338 -0.3282
kappa of restricted basis = 15956.0 a.u.
4 c^2 = 75115.5 a.u.
Lower bound without orthogonality = -1016.61 hartree
Threshold exponent, D = valence = 78.15 bohr^-1
Threshold exponent / Z = 1.954
Below threshold: exponent = 59.08 bohr^-1
  D = 559.705 hartree, lowest root = -0.34225 hartree
Above threshold: exponent = 93.78 bohr^-1
  D = -1063.810 hartree, lowest root = -1071.39246 hartree
One added function; energies in hartree, exponent in bohr^-1
exponent | Pauli | Dirac-based | Pauli without p^4 | <p^4>/(4c^2<p^2>)
80 | -124.32181 | -0.32417 | -0.31082 | 0.7682
160 | -17808.12398 | -0.32442 | -0.31149 | 1.9973
320 | -313965.55674 | -0.32456 | -0.31242 | 7.0052
640 | -5254926.49611 | -0.32446 | -0.31354 | 27.3488
Steepest single function, exponent = 5120 bohr^-1
  lowest root = -2.27170e+10 hartree
  single-function law = -2.27154e+10 hartree
1s core <p^4> in a.u.: largest exponent | nonrelativistic | Dirac-based
1280 | 1.2043e+07 | 1.0216e+08
5120 | 1.2048e+07 | 4.3552e+08
Lowest root with steep functions locked in core orbitals (hartree):
  Pauli, nonrelativistic core functions = -0.32787
  Pauli, Dirac-based core functions = -22302.90195
  Dirac-based H, Dirac-based functions = -0.32458
Pauli, same steep functions free = -8.8008e+10 hartree
```
